# Dependence of sum-method multiplet energies on the choice of determinants, part 2

The sum method writes each determinant energy as $E(D)=\sum_T w_{DT}E_T$ and solves for the term energies $E_T$. The question is whether every invertible subset of determinants (a route) gives the same $E_T$. It does for Hartree-Fock (HF) with one common radial function $R$. Algebra is in atomic units, energies in eV.

Orbitals are $R(r)Y_{lm}$, $u=\cos\theta$, and $|2^+\bar1^+|$ has $m=2$ and $m=-1$, both spin up. Real orbitals are $xy\propto|2\rangle-|\bar2\rangle$, $x^2\!-\!y^2\propto|2\rangle+|\bar2\rangle$ (written $x2$) and $xz\propto|\bar1\rangle-|1\rangle$. Term symbols stand for their energies. For $d^2$:

$$|2^+1^+|=|2^+0^+|=F,\quad |2^+\bar1^+|=\tfrac35F+\tfrac25P,\quad |1^+0^+|=\tfrac25F+\tfrac35P,$$
$$|2^+2^-|=G,\quad |2^+1^-|=\tfrac12F+\tfrac12G,\quad |1^+1^-|=\tfrac{16}{28}G+\tfrac37D,$$
$$|2^+0^-|=\tfrac12F+\tfrac6{28}G+\tfrac27D,\quad |0^+0^-|=\tfrac{36}{70}G+\tfrac27D+\tfrac15S,$$
$$|2^+\bar2^-|=\tfrac1{10}F+\tfrac25P+\tfrac1{70}G+\tfrac27D+\tfrac15S .$$

Also $|xy^+xz^+|$ is $\tfrac45F+\tfrac15P$, $|xy^+x2^+|$ is $\tfrac15F+\tfrac45P$, $|xy^+xz^-|$ is $\tfrac25F+\tfrac1{10}P+\tfrac27G+\tfrac3{14}D$, $|xy^+x2^-|$ is $\tfrac1{10}F+\tfrac25P+\tfrac12G$, and $|xy^+xy^-|$ has the row of $|0^+0^-|$.

Here $F^k=\iint R^2(r_1)R^2(r_2)\,r_<^k\,r_>^{-k-1}r_1^2r_2^2\,dr_1dr_2$. The HF pair energy is $J$ for opposite and $J-K$ for parallel spins. The open-shell Hartree energy is $\tfrac12\sum_kq_k^2F^k$ with $q_k=c^k(a,a)+c^k(b,b)$. For $d$, $F_2=F^2/49$, $F_4=F^4/441$, and for $|m|=2,1,0$ $c^2(m,m)=-\tfrac27,\tfrac17,\tfrac27$ and $c^4(m,m)=\tfrac1{21},-\tfrac4{21},\tfrac6{21}$. HF gives $P-F=15F_2-75F_4$.

For $p^2$, $F_2=F^2/25$, $|1^+1^-|$ is $D=F^0+F_2$, $|1^+0^+|$ and $|1^+\bar1^+|$ are $P=F^0-5F_2$, and $|1^+0^-|$ is $\tfrac12(P+D)=F^0-2F_2$. The N$^+$ table lists $2p^2$ energies relative to $|x^+y^+|$, from frozen spherical LDA orbitals. Its routes are R ($x^+y^+,x^+y^-,x^+x^-$), C1 ($1^+0^+,1^+1^-,0^+0^-$) and C2 ($1^+\bar1^+,1^+0^-,1^+\bar1^-$).

**$d^2$: exact disagreement**

The densities $|Y_{21}|^2$ and $|Y_{2,-1}|^2$ are the same function, so $|2^+1^+|$ and $|2^+\bar1^+|$ have identical spin densities. Their one-electron and Hartree energies are equal, and so is any $E_{xc}[\rho_\uparrow,\rho_\downarrow]$. The rows $F$ and $\tfrac35F+\tfrac25P$ then give $P-F=0$. In HF the two differ by $\tfrac25(15F_2-75F_4)=6F_2-30F_4$, entirely through $K$. The two states do differ in their pair density, which is where $K$ enters, and in their current density, a sum of orbital terms $\mathrm{Im}(\psi^*\nabla\psi)=m|\psi|^2\hat\phi/(r\sin\theta)$ that are odd in $m$. These functionals take neither as input.

For LDA the real-orbital pair is also exactly solvable. The open-shell density of $|xy^+x2^+|$ is $2|Y_{22}|^2R^2=\tfrac{15}{16\pi}R^2g_1$ with $g_1=(1-u^2)^2$. That of $|xy^+xz^+|$ is $\tfrac{15}{4\pi}R^2x^2(y^2+z^2)/r^4=\tfrac{15}{16\pi}R^2g_2$ with $g_2=4u^2(1-u^2)$, $u$ now measured from the $x$ axis, which is $2|Y_{21}|^2R^2$ about that axis. Using $\int_{-1}^1u^{2a}(1-u^2)^bdu=\Gamma(a+\tfrac12)\Gamma(b+1)/\Gamma(a+b+\tfrac32)$,

$$\int g_1^p\,du=\frac{\sqrt\pi\,\Gamma(2p+1)}{\Gamma(2p+\frac32)},\qquad \int g_2^p\,du=\frac{4^p\,\Gamma(p+\frac12)\Gamma(p+1)}{\Gamma(2p+\frac32)} .$$

The duplication formula $\Gamma(p+\tfrac12)\Gamma(p+1)=4^{-p}\sqrt\pi\,\Gamma(2p+1)$ makes these equal for all $p\ge0$. Both functions take values in $[0,1]$, where any continuous function is a uniform limit of polynomials, so every local energy density has the same angular integral at each $r$, with or without a spherical core. The LDA difference is then purely Hartree: $\tfrac12[(-4)^2F_2+2^2F_4]-\tfrac12[2^2F_2+(-8)^2F_4]=6F_2-30F_4$. The weight rows differ by $\tfrac35(P-F)$, so this pair gives $P-F=10F_2-50F_4$, two thirds of the HF value. Since $(r_</r_>)^2\ge(r_</r_>)^4$ gives $F^2>F^4>0$, $10F_2-50F_4=(90F^2-50F^4)/441$ is positive. LDA therefore yields both $0$ and the nonzero value $10F_2-50F_4$ for the same gap, whatever the radial function.

**$d^2$: numbers for a model shell**

Take two electrons in $R=Nr^2e^{-\alpha r^2}$ with $\alpha=4$ Å$^{-2}$ and no core, which gives $F_2=0.25146$ eV and $F_4=0.01934$ eV. Then $6F_2-30F_4=0.929$ eV. This is the HF energy of $|2^+\bar1^+|$ above $|2^+1^+|$, and the computed LDA energies of the real pair differ by $-0.2698+1.1982=0.928$ eV, as derived. Term energies above $^3F$, in eV, follow for route R ($xy^+xz^+,xy^+x2^+,xy^+x2^-,xy^+xz^-,xy^+xy^-$), route C1 ($2^+1^+,1^+0^+,2^+2^-,1^+1^-,0^+0^-$) and route C2 ($2^+1^+,2^+\bar1^+,2^+1^-,2^+0^-,2^+\bar2^-$).

| method, route | $^3P$ | $^1G$ | $^1D$ | $^1S$ |
|---|---|---|---|---|
| HF, all | 2.32 | 3.21 | 2.13 | 8.14 |
| LDA R | 1.55 | 5.29 | 3.12 | 1.26 |
| LDA C1 | 0.35 | 3.66 | 1.49 | 2.72 |
| LDA C2 | 0.00 | 4.67 | 2.15 | 14.89 |
| PBE R | 2.56 | 3.86 | 3.72 | 5.75 |
| PBE C1 | 0.47 | 3.90 | 0.61 | −0.02 |
| PBE C2 | 0.00 | 3.82 | 1.13 | 17.63 |

In this coreless model the order of the terms itself depends on the route, and PBE on C1 puts $^1S$ marginally below $^3F$. The arithmetic of that line, with energies relative to $|2^+1^+|$, is $P=\tfrac53(0.2840)=0.47$, $G=3.9026$, $D=\tfrac73(2.4930)-\tfrac43(3.9026)=0.6135$ and $S=5(2.1784)-\tfrac{18}7(3.9026)-\tfrac{10}7(0.6135)=-0.02$. On these routes $^1S$ enters with weight $\tfrac15$, so a shift in its determinant is multiplied by five: $|0^+0^-|$ lies at 2.178 eV in PBE against 3.888 eV in HF, which alone moves $S$ by $5(2.178-3.888)=-8.55$ eV relative to HF. The equal-weight pair $|0^+0^-|$, $|xy^+xy^-|$ has 3.888 eV twice in HF, but 2.853 and 2.356 eV in LDA. The largest least-squares residuals over 50 determinants are 2.1 eV (LDA) and 2.7 eV (PBE), while rotated copies of one determinant agree on the integration grid to $9\times10^{-8}$ eV.

One defect can be reduced to a closed radial factor and a one-dimensional angular integral done by quadrature: that between the two pure $^3F$ determinants with LDA exchange only. Spin scaling, $E_x[\rho_\uparrow,\rho_\downarrow]=\tfrac12E_x[2\rho_\uparrow]+\tfrac12E_x[2\rho_\downarrow]$, applied to $-\tfrac34(3/\pi)^{1/3}\int\rho^{4/3}$ gives $-C_x\sum_\sigma\int\rho_\sigma^{4/3}$ with $C_x=\tfrac34\,2^{1/3}(3/\pi)^{1/3}=\tfrac32(3/4\pi)^{1/3}=0.93053$. Without a core the integral factorizes into $I_{rad}=\int R^{8/3}r^2dr$ and $I_{ang}=\int(|Y_a|^2+|Y_b|^2)^{4/3}d\Omega$. From $\int_0^\infty r^pe^{-\beta r^2}dr=\Gamma(\tfrac{p+1}2)/2\beta^{(p+1)/2}$, normalization ($p=6$, $\beta=2\alpha$) gives $N^2=2(2\alpha)^{7/2}/\Gamma(\tfrac72)$, and $p=\tfrac{22}3$, $\beta=\tfrac{8\alpha}3$ gives $I_{rad}=N^{8/3}\Gamma(\tfrac{25}6)/[2(8\alpha/3)^{25/6}]$, so that $C_xI_{rad}=21.563$ eV. With $I_{ang}=1.10430$ for $|2^+1^+|$ and $1.14371$ for $|2^+0^+|$, $E_x=-23.812$ and $-24.662$ eV, a difference of $-0.850$ eV. The Hartree moments are $(q_2,q_4)=(-\tfrac17,-\tfrac3{21})$ and $(0,\tfrac7{21})$, so $\Delta E_H=-\tfrac12F_2+\tfrac12(49-9)F_4=-0.1257+0.3868=0.261$ eV. The defect is $0.261-0.850=-0.589$ eV, and $-0.606$ eV once VWN correlation is added. Since $I_{rad}\propto\alpha^{14/3-25/6}=\alpha^{1/2}$, and the $F^k$ are inverse lengths that scale the same way, the exchange-only defect stays a fixed fraction of the HF splittings for every $\alpha$.

The defects are much larger in this model than in N$^+$. The coreless model overstates them for a real ion. For Ti$^{2+}$ with frozen spherical LDA orbitals (def2-TZVP, $s$, $p$ and $d$ functions, one basis only), keeping the core lowers the largest least-squares residuals from about 1.9 eV (LDA) and 2.6 eV (PBE) to about 0.4 and 0.5 eV, and the LDA defect between the two pure $^3F$ determinants from $-0.56$ to $-0.16$ eV. There $^1S$ stays the highest term on routes R, C1 and C2, although it still ranges from about 3.8 to 8.4 eV, and the order of $^3P$ and $^1D$ still depends on the route. The two exact results for $P-F$ hold regardless of a core.

**HF with separately relaxed orbitals**

Take a bare $2p^2$ shell with $rR=N r^2e^{-\zeta r}$, $N^2=(2\zeta)^5/24$, nuclear charge $Z$, and $\int_0^\infty r^je^{-2\zeta r}dr=j!/(2\zeta)^{j+1}$. Then $\langle1/r\rangle=N^2\,3!/(2\zeta)^4=\zeta/2$. The kinetic energy is $\tfrac12\int[(rR)']^2dr+\int R^2dr$, where the first integral is $N^2(8-12+6)/(2\zeta)^3=\zeta^2/3$ and the second $2N^2/(2\zeta)^3=\zeta^2/3$, giving $\zeta^2/2$ per electron. With $s,t$ the larger and smaller radius times $2\zeta$, $F^k=\tfrac{\zeta}{144}\int_0^\infty t^{4+k}e^{-t}\int_t^\infty s^{3-k}e^{-s}ds\,dt$. The inner integral is $e^{-t}(t^3+3t^2+6t+6)$ for $k=0$ and $e^{-t}(t+1)$ for $k=2$, so

$$F^0=\tfrac\zeta{144}\Big(\tfrac{7!}{2^8}+\tfrac{3\cdot6!}{2^7}+\tfrac{6\cdot5!}{2^6}+\tfrac{6\cdot4!}{2^5}\Big)=\tfrac{93}{256}\zeta,\qquad F^2=\tfrac\zeta{144}\Big(\tfrac{7!}{2^8}+\tfrac{6!}{2^7}\Big)=\tfrac{45}{256}\zeta .$$

With $f=\tfrac{45}{256\cdot25}$ and $v=Z-\tfrac{93}{256}$, $E(\zeta)=\zeta^2-(v-cf)\zeta$, where $c=-2,1,-5$ for $|1^+0^-|,|1^+1^-|,|1^+0^+|$. At a common $\zeta$ the energy is linear in $c$, and $-2=\tfrac12(1-5)$ satisfies the sum rule. Minimizing each separately gives $-(v-cf)^2/4$, which is quadratic in $c$:

$$E|1^+0^-|-\tfrac12\big(E|1^+1^-|+E|1^+0^+|\big)=-\tfrac14\big[(v^2+4vf+4f^2)-(v^2+4vf+13f^2)\big]=\tfrac94f^2 .$$

For $Z=5$ the numerically minimized energies give $-147.14398-\tfrac12(-145.81226-148.48176)=0.00303$ eV. In this one-parameter model the violation is independent of $Z$ and second order in $f$. For comparison, the same combination of determinants in the N$^+$ table, with frozen orbitals, gives $1.0162-\tfrac12(1.9502-0.0125)=0.047$ eV in LDA and $0.8444-\tfrac12(2.0797+0.1227)=-0.257$ eV in PBE, both larger in magnitude.

A sum-method multiplet from LDA or a GGA is therefore defined only together with the determinants, or the fitting rule, that produced it, and the spread over routes should be quoted with it. The numerical check produces the numbers of the two tables and of the worked examples (not the basis-set shifts or the Ti$^{2+}$ figures) and asserts the complex-orbital weights against Clebsch-Gordan coefficients, the HF term formulas, the HF sum rule (also for real and random complex orbital pairs), the Hartree differences of the two $^3P$ and the two $^3F$ determinants, the exchange factorization and the $\tfrac94f^2$ result.

## Computed values

```
1 hartree = 27.21139 eV, 1 bohr = 0.529177 angstrom
N+ spherical LDA: E = -1456.232 eV, eps(2p) = -20.828 eV
N+ 2p: F^0 = 19.6739, F^2 = 8.9551, F^2/25 = 0.3582 eV
det; w(3P 1D 1S); E-E[x+y+] HF LDA PBE (eV)
x+y+    1 0 0                       0.0000   0.0000   0.0000
x+y-    1/2 1/2 0                   1.0746   0.9803   0.6621
x+x-    0 2/3 1/3                   3.2239   2.8234   2.7371
1+0+    1 0 0                      -0.0000  -0.0125   0.1227
1+-1+   1 0 0                       0.0000   0.0000   0.0000
1+1-    0 1 0                       2.1492   1.9502   2.0797
1+0-    1/2 1/2 0                   1.0746   1.0162   0.8444
0+0-    0 2/3 1/3                   3.2239   2.8234   2.7371
1+-1-   1/2 1/6 1/3                 2.1492   1.9502   2.0797
determinants 18, rank 3, conditions 15
HF, all routes, above 3P (eV): 1D=2.1492 1S=5.3731
LDA route R (eV): 1D=1.9605 1S=4.5493
LDA route C1 (eV): 1D=1.9626 1S=4.5824
LDA route C2 (eV): 1D=2.0323 1S=4.8343
PBE route R (eV): 1D=1.3242 1S=5.5630
PBE route C1 (eV): 1D=1.9570 1S=3.9292
PBE route C2 (eV): 1D=1.6888 1S=5.3948
max fit residual (eV): HF 7.7e-13 LDA 7.8e-02 PBE 2.6e-01; grid error 8e-13
[1+-1+]-[1+0+] (eV): dEH 0.5373, dExHF -0.5373, dExc LDA -0.5249, PBE -0.6600
d2 model: alpha = 4.0 angstrom^-2; F^0 20.4457, F^2 12.3216, F^4 8.5303 eV
F_2 = F^2/49 = 0.25146 eV, F_4 = F^4/441 = 0.01934 eV
det; w(3F 3P 1G 1D 1S); E-E[2+1+] HF LDA PBE (eV)
2+1+    1 0 0 0 0                   0.0000   0.0000   0.0000
1+0+    2/5 3/5 0 0 0               1.3927   0.2129   0.2840
2+2-    0 0 1 0 0                   3.2110   3.6608   3.9026
1+1-    0 0 4/7 3/7 0               2.7467   2.7323   2.4930
0+0-    0 0 18/35 2/7 1/5           3.8880   2.8532   2.1784
2+-1+   3/5 2/5 0 0 0               0.9285   0.0000   0.0000
2+1-    1/2 0 1/2 0 0               1.6055   2.3373   1.9085
2+0-    1/2 0 3/14 2/7 0            1.2960   1.6169   1.1401
2+-2-   1/10 2/5 1/70 2/7 1/5       3.2110   3.6608   3.9026
2+0+    1 0 0 0 0                  -0.0000  -0.6057  -1.1785
xy+xz+  4/5 1/5 0 0 0               0.4642  -1.1982  -2.0672
xy+x2+  1/5 4/5 0 0 0               1.8569  -0.2698  -0.5306
xy+x2-  1/10 2/5 1/2 0 0            2.5340   1.7551   0.3750
xy+xz-  2/5 1/10 2/7 3/14 0         1.6055   0.8267  -0.4244
xy+xy-  0 0 18/35 2/7 1/5           3.8880   2.3560   1.6180
determinants 50, rank 5, conditions 45
HF, all routes, above 3F (eV): 3P=2.3212 1G=3.2110 1D=2.1277 1S=8.1435
LDA route R (eV): 3P=1.5475 1G=5.2878 1D=3.1213 1S=1.2624
LDA route C1 (eV): 3P=0.3549 1G=3.6608 1D=1.4944 1S=2.7177
LDA route C2 (eV): 3P=-0.0000 1G=4.6746 1D=2.1533 1S=14.8939
PBE route R (eV): 3P=2.5611 1G=3.8600 1D=3.7151 1S=5.7541
PBE route C1 (eV): 3P=0.4733 1G=3.9026 1D=0.6135 1S=-0.0194
PBE route C2 (eV): 3P=0.0000 1G=3.8170 1D=1.1275 1S=17.6295
max fit residual (eV): HF 1.1e-14 LDA 2.1e+00 PBE 2.7e+00; grid error 9e-08
LDA exchange: Cx = 0.93053, Irad = 1.60929 angstrom^-1, Cx*Irad energy = 21.5632 eV
Iang 2+1+ 1.10430, 2+0+ 1.14371; Ex -23.8122, -24.6622 eV
[2+0+]-[2+1+] (eV): dEH 0.2611, dEx -0.8500, defect -0.5889
relaxed HF, Z = 5, zeta (1/angstrom): 1+0- 4.3944 1+1- 4.3744 1+0+ 4.4143
E (eV): -147.14398 -145.81226 -148.48176; defect 0.00303 eV
```
